# Rotor Phase as a Coordinate: Fokker–Planck and Floquet Treatments of Spinning: a program that tests the result

```python
"""
Fokker-Planck treatment of magic-angle spinning, tested on one spin-1/2.

Result under test: with rotor phase phi as a coordinate, the generator
    K = L(phi) - i * W_ROT * d/dphi      (d rho/dt = -i K rho)
is time independent. On 2M+1 phases with a Fourier differentiation matrix it is
unitarily equal to the truncated Floquet matrix PLUS wrap-around corner blocks,
and both versions converge to the true spinning dynamics.

Symbols: L = commutator with the spin Hamiltonian
    H(phi) = rf*(cos(xi) Ix + sin(xi) Iy) + shift(phi) Iz,
delta = shift anisotropy amplitude, beta = angle of tensor axis to rotor axis,
M = highest Fourier mode. Angular frequencies are in rad/ms, times in ms.
"""
import numpy as np
from scipy.integrate import solve_ivp

TWO_PI = 2 * np.pi
W_ROT = TWO_PI * 20.0
DELTA = TWO_PI * 16.0
RF = TWO_PI * 20.0
BETA = np.deg2rad(50.0)
MAGIC = np.arccos(1 / np.sqrt(3))

IX = np.array([[0, 1], [1, 0]], complex) / 2
IY = np.array([[0, -1j], [1j, 0]]) / 2
IZ = np.array([[1, 0], [0, -1]], complex) / 2
SPIN = np.array([IX, IY, IZ])
BASIS = np.sqrt(2) * SPIN          # orthonormal operator basis


def superoperator(h):
    """Matrix of the commutator [h, .] in the orthonormal basis."""
    return np.array([[np.trace(a @ (h @ b - b @ h)) for b in BASIS]
                     for a in BASIS])


LX, LY, LZ = (superoperator(op) for op in SPIN)


def shift(phase, beta, delta):
    """Shift frequency from the angle between tensor axis and field."""
    cos_theta = (np.cos(beta) * np.cos(MAGIC)
                 + np.sin(beta) * np.sin(MAGIC) * np.cos(phase))
    return delta * (3 * cos_theta**2 - 1) / 2


def shift_components(beta, delta):
    """Fourier components from the addition theorem at the magic angle."""
    c1 = np.sqrt(2) / 4 * delta * np.sin(2 * beta)
    c2 = delta / 4 * np.sin(beta)**2
    return {-2: c2, -1: c1, 0: 0.0, 1: c1, 2: c2}


def differentiation_matrix(n_points):
    j = np.arange(n_points)
    diff = j[:, None] - j[None, :]
    sine = np.sin(np.pi * diff / n_points)
    np.fill_diagonal(sine, 1.0)
    d = 0.5 * (1 - 2 * (np.abs(diff) % 2)) / sine
    np.fill_diagonal(d, 0.0)
    return d


def grid_generator(M, beta=BETA, delta=DELTA, rf=RF, xi=0.0, w_rot=W_ROT):
    n = 2 * M + 1
    k = -1j * w_rot * np.kron(differentiation_matrix(n), np.eye(3))
    for j, phase in enumerate(TWO_PI * np.arange(n) / n):
        block = slice(3 * j, 3 * j + 3)
        k[block, block] += (rf * (np.cos(xi) * LX + np.sin(xi) * LY)
                            + shift(phase, beta, delta) * LZ)
    return k


def floquet_matrix(M, wrap=False):
    n = 2 * M + 1
    comps = shift_components(BETA, DELTA)
    k = np.zeros((3 * n, 3 * n), complex)
    for a in range(n):
        for b in range(n):
            block = np.zeros((3, 3), complex)
            for jump in ((a - b, a - b + n, a - b - n) if wrap else (a - b,)):
                block += comps.get(jump, 0.0) * LZ
            if a == b:
                block += RF * LX + (a - M) * W_ROT * np.eye(3)
            k[3 * a:3 * a + 3, 3 * b:3 * b + 3] = block
    return k


def evolve(k, state, times):
    """Columns exp(-i k t) state for a Hermitian generator."""
    values, vectors = np.linalg.eigh(k)
    coeff = vectors.conj().T @ state
    return vectors @ (np.exp(-1j * np.outer(values, np.atleast_1d(times)))
                      * coeff[:, None])


def uniform_grid_state(M):
    n = 2 * M + 1
    return np.kron(np.ones(n) / np.sqrt(n), [1, 0, 0]).astype(complex)


def floquet_state(M):
    state = np.zeros(3 * (2 * M + 1), complex)
    state[3 * M] = 1
    return state


def grid_signal(M, times, **options):
    start = uniform_grid_state(M)
    return (start.conj() @ evolve(grid_generator(M, **options),
                                  start, times)).real


def propagators(starts, segments, beta=BETA, delta=DELTA, rf=RF):
    """Direct integration of the time-dependent Schroedinger equation."""
    u = np.tile(np.eye(2, dtype=complex), (len(starts), 1, 1)).ravel()
    clock = 0.0
    for duration, xi in segments:
        h_rf = rf * (np.cos(xi) * IX + np.sin(xi) * IY)

        def rhs(t, y):
            w = shift(starts + W_ROT * t, beta, delta)
            h = h_rf + w[:, None, None] * IZ
            return (-1j * h @ y.reshape(-1, 2, 2)).ravel()

        sol = solve_ivp(rhs, (clock, clock + duration), u, method="DOP853",
                        rtol=1e-12, atol=1e-13)
        assert sol.success
        u = sol.y[:, -1]
        clock += duration
    return u.reshape(-1, 2, 2)


def magnetization(starts, segments, **options):
    """Vector (Mx, My, Mz) per starting phase, for initial Mx = 1."""
    u = propagators(starts, segments, **options)
    return 2 * np.einsum("aij,pjk,kl,pil->pa", SPIN, u, IX, u.conj()).real


START_PHASES = TWO_PI * np.arange(48) / 48
comps = shift_components(BETA, DELTA)
c1, c2 = comps[1], comps[2]
print("spinning rate = %.3f kHz" % (W_ROT / TWO_PI))
print("anisotropy amplitude delta = %.3f kHz" % (DELTA / TWO_PI))
print("rf amplitude = %.3f kHz" % (RF / TWO_PI))
print("beta = %.1f degrees" % np.rad2deg(BETA))
print("c1 = %.5f kHz, c2 = %.5f kHz" % (c1 / TWO_PI, c2 / TWO_PI))

# Fourier components of the shift against direct geometry
numeric = np.fft.fft(shift(START_PHASES, BETA, DELTA)) / len(START_PHASES)
for m in range(-4, 5):
    assert abs(numeric[m] - comps.get(m, 0.0)) < 1e-11

# Differentiation: exact inside the band, aliased just outside it
M = 4
nodes = TWO_PI * np.arange(2 * M + 1) / (2 * M + 1)
D = differentiation_matrix(2 * M + 1)
inside = max(np.max(abs(D @ np.exp(1j * n * nodes)
                        - 1j * n * np.exp(1j * n * nodes)))
             for n in range(-M, M + 1))
outside = np.exp(1j * (M + 1) * nodes)
assert inside < 1e-12
assert np.max(abs(D @ outside + 1j * M * outside)) < 1e-12
print("differentiation error in band, M=4 = %.1e" % inside)

# Grid generator against Floquet matrices
modes = np.arange(-M, M + 1)
F = np.exp(-1j * np.outer(modes, nodes)) / np.sqrt(2 * M + 1)
F3 = np.kron(F, np.eye(3))
transformed = F3 @ grid_generator(M) @ F3.conj().T
gap_wrapped = np.linalg.norm(transformed - floquet_matrix(M, wrap=True), 2)
gap_plain = np.linalg.norm(transformed - floquet_matrix(M), 2)
assert gap_wrapped < 1e-10 and gap_plain > 1.0
print("M=4: |grid - wrapped Floquet|/2pi = %.1e kHz" % (gap_wrapped / TWO_PI))
print("M=4: |grid - plain Floquet|/2pi = %.5f kHz" % (gap_plain / TWO_PI))


# The whole phase field and the sign of the transport term
def field_difference(M, t, w_rot):
    """Largest deviation of the grid field from direct integration."""
    n = 2 * M + 1
    phases = TWO_PI * np.arange(n) / n
    direct = magnetization(phases - W_ROT * t, [(t, 0.0)])
    final = evolve(grid_generator(M, w_rot=w_rot), uniform_grid_state(M), t)
    return np.max(abs(final[:, 0].reshape(n, 3) * np.sqrt(n) - direct))


t_field = 0.137
print("largest error of the phase field at %.3f ms: M, error" % t_field)
for M in (8, 12, 16, 20):
    field_error = field_difference(M, t_field, W_ROT)
    print("  %2d  %.2e" % (M, field_error))
sign_error = field_difference(20, t_field, -W_ROT)
print("M=20 with reversed transport sign = %.3f" % sign_error)
assert field_error < 1e-8
assert sign_error > 0.1

# Convergence of both truncated generators to direct integration
t_end = 0.5
exact = magnetization(START_PHASES, [(t_end, 0.0)])[:, 0].mean()
print("direct averaged Mx at %.2f ms = %.8f" % (t_end, exact))
print("signal errors at this time: M, grid, plain Floquet")
for M in (2, 3, 4, 6, 8, 10, 12):
    s_grid = grid_signal(M, t_end)[0]
    start = floquet_state(M)
    s_floq = (start @ evolve(floquet_matrix(M), start, t_end))[0].real
    print("  %2d  %.2e  %.2e" % (M, abs(s_grid - exact), abs(s_floq - exact)))
    if M == 2:
        assert abs(s_grid - s_floq) > 1e-6
assert abs(s_grid - exact) < 1e-8
assert abs(s_floq - exact) < 1e-8

# Error bounds from the Fourier tail of a much larger calculation
M, M_big = 12, 24
times = np.linspace(0, t_end, 401)
big = evolve(floquet_matrix(M_big), floquet_state(M_big), times)
big = big.reshape(2 * M_big + 1, 3, -1)
big_modes = np.abs(np.arange(-M_big, M_big + 1))


def tail(q):
    return np.sqrt(np.sum(abs(big[big_modes > q])**2, axis=(0, 1))).max()


strength = max(np.linalg.norm(RF * LX + shift(p, BETA, DELTA) * LZ, 2)
               for p in np.linspace(0, TWO_PI, 721))
projected = big[big_modes <= M][:, :, -1].ravel()
errors = [np.linalg.norm(evolve(floquet_matrix(M, wrap=w), floquet_state(M),
                                t_end)[:, 0] - projected)
          for w in (False, True)]
bounds = [strength * t_end * tail(M),
          strength * t_end * (tail(M) + 2 * tail(M - 2))]
print("largest |L|/2pi = %.4f kHz" % (strength / TWO_PI))
print("M=12 tails: |n|>12 %.2e, |n|>10 %.2e" % (tail(M), tail(M - 2)))
print("M=12 plain: error %.2e, bound %.2e" % (errors[0], bounds[0]))
print("M=12 grid: error %.2e, bound %.2e" % (errors[1], bounds[1]))
assert errors[0] <= bounds[0]
assert errors[1] <= bounds[1]
assert bounds[1] < 0.1


# Quasi-frequency, its ladder and first-order recoupling
def quasi_frequency(delta):
    values = np.linalg.eigvalsh(grid_generator(12, delta=delta))
    return np.sort(abs(values))[2], values


omega, ladder = quasi_frequency(DELTA)
period = TWO_PI / W_ROT
u_period = propagators(np.array([0.0]), [(period, 0.0)])[0]
omega_direct = np.arccos((abs(np.trace(u_period))**2 - 2) / 2) / period
print("quasi-frequency, grid = %.6f kHz" % (omega / TWO_PI))
print("quasi-frequency, one period = %.6f kHz" % (omega_direct / TWO_PI))
print("relative deviation from c1 = %.3e" % (omega / c1 - 1))
assert abs(omega - omega_direct) < 1e-6
for n in (-2, -1, 1, 2):
    assert np.min(abs(ladder - omega - n * W_ROT)) < 1e-6
relative = []
for small in (TWO_PI * 2.0, TWO_PI * 1.0):
    first_order = shift_components(BETA, small)[1]
    relative.append(quasi_frequency(small)[0] / first_order - 1)
ratio = relative[0] / relative[1]
print("deviation for delta 2 kHz = %.3e, 1 kHz = %.3e" % tuple(relative))
print("ratio of these deviations = %.4f" % ratio)
assert abs(ratio - 4) < 0.2

# Locked magnetization on and off the recoupling condition
print("t/ms, averaged Mx, cos(c1 t)")
sample = np.array([0.02, 0.05, 0.09, 0.15, 0.20])
for t, value in zip(sample, grid_signal(12, sample)):
    check = magnetization(START_PHASES, [(t, 0.0)])[:, 0].mean()
    print("  %.2f  %.6f  %.6f" % (t, value, np.cos(c1 * t)))
    assert abs(value - check) < 1e-8
low_on = grid_signal(12, times).min()
low_off = grid_signal(12, times, rf=3.5 * W_ROT).min()
print("lowest Mx to 0.5 ms, rf = 20 kHz: %.5f" % low_on)
print("lowest Mx to 0.5 ms, rf = 70 kHz: %.5f" % low_off)
assert low_on < -0.5
assert low_off > 0.9

# Two pulses whose lengths are not multiples of the rotor period
pulses = [(0.0637, 0.0), (0.0911, np.pi / 2)]
start = uniform_grid_state(12)
state = start
for duration, xi in pulses:
    state = evolve(grid_generator(12, xi=xi), state, duration)[:, 0]
two_pulse = (start.conj() @ state).real
two_direct = magnetization(START_PHASES, pulses)[:, 0].mean()
print("pulse lengths: x %.4f ms, y %.4f ms" % (pulses[0][0], pulses[1][0]))
print("Mx after pulses: grid %.8f, direct %.8f" % (two_pulse, two_direct))
assert abs(two_pulse - two_direct) < 1e-8


# Powder: phase gives the azimuth, Gauss quadrature gives the polar angle
def polar_rule(n):
    x, w = np.polynomial.legendre.leggauss(n)
    return np.arccos((x + 1) / 2), w / 2


powder_times = np.array([0.05, 0.10, 0.20])
powder = []
for n in (24, 32):
    angles, weights = polar_rule(n)
    powder.append(sum(w * grid_signal(14, powder_times, beta=b)
                      for b, w in zip(angles, weights)))
quadrature_change = np.max(abs(powder[0] - powder[1]))
angles, weights = polar_rule(24)
powder_direct = sum(
    w * magnetization(START_PHASES, [(0.10, 0.0)], beta=b)[:, 0].mean()
    for b, w in zip(angles, weights))
for t, value in zip(powder_times, powder[0]):
    print("powder Mx at %.2f ms = %.6f" % (t, value))
print("direct powder Mx at 0.10 ms = %.6f" % powder_direct)
print("change from 24 to 32 polar angles = %.1e" % quadrature_change)
assert quadrature_change < 1e-8
assert abs(powder[0][1] - powder_direct) < 1e-8

print("verified")
```

Printed output:

```
spinning rate = 20.000 kHz
anisotropy amplitude delta = 16.000 kHz
rf amplitude = 20.000 kHz
beta = 50.0 degrees
c1 = 5.57091 kHz, c2 = 2.34730 kHz
differentiation error in band, M=4 = 5.2e-15
M=4: |grid - wrapped Floquet|/2pi = 6.4e-14 kHz
M=4: |grid - plain Floquet|/2pi = 6.42806 kHz
largest error of the phase field at 0.137 ms: M, error
   8  2.42e-05
  12  1.03e-08
  16  3.02e-12
  20  4.90e-13
M=20 with reversed transport sign = 1.980
direct averaged Mx at 0.50 ms = 0.15050388
signal errors at this time: M, grid, plain Floquet
   2  5.08e-01  8.28e-02
   3  2.80e-02  5.94e-03
   4  9.76e-05  3.29e-04
   6  8.00e-07  4.25e-08
   8  7.60e-10  6.16e-10
  10  6.28e-13  9.39e-13
  12  1.50e-12  1.58e-12
largest |L|/2pi = 25.5106 kHz
M=12 tails: |n|>12 1.19e-08, |n|>10 4.73e-07
M=12 plain: error 3.84e-09, bound 9.55e-07
M=12 grid: error 4.51e-09, bound 7.68e-05
quasi-frequency, grid = 5.542367 kHz
quasi-frequency, one period = 5.542367 kHz
relative deviation from c1 = -5.124e-03
deviation for delta 2 kHz = -7.765e-05, 1 kHz = -1.941e-05
ratio of these deviations = 4.0014
t/ms, averaged Mx, cos(c1 t)
  0.02  0.736577  0.764802
  0.05  -0.145566  -0.178398
  0.09  -0.959027  -0.999962
  0.15  0.499679  0.512483
  0.20  0.781176  0.753497
lowest Mx to 0.5 ms, rf = 20 kHz: -0.95917
lowest Mx to 0.5 ms, rf = 70 kHz: 0.95665
pulse lengths: x 0.0637 ms, y 0.0911 ms
Mx after pulses: grid 0.00480418, direct 0.00480418
powder Mx at 0.05 ms = 0.329973
powder Mx at 0.10 ms = -0.426052
powder Mx at 0.20 ms = 0.342287
direct powder Mx at 0.10 ms = -0.426052
change from 24 to 32 polar angles = 5.2e-15
verified
```
